# A Shifted Hysteresis Loop Does Not by Itself Prove Exchange Bias

**Q:** When a hysteresis loop is centred away from zero field, I conclude that the magnet is exchange biased. A ferromagnet alone has no preferred sign of field. If its loop sits to the left, something must be pushing it there, and that something is an antiferromagnet in contact with it.

**A:** The symmetry is real, but look at what it says. Reverse every field and every magnetisation, including those of the sample's past, and you get another possible experiment. So a loop taken after positive saturation is the mirror image of one taken after negative saturation. Neither has to be its own mirror image unless the sample has forgotten how it was prepared.

**Q:** A loop driven between equal and opposite fields should wipe out that memory.

**A:** It does for the parts that switch within the window. Let us start with one part, a single-domain dot with its easy axis along the field. I write $B$ for the applied field $\mu_0H$ and $\theta$ for the angle of the moment from the positive direction. The energy divided by the moment is

$$e(\theta)=-\frac{B_0}{2}\cos^2\theta-B\cos\theta ,$$

where $B_0$ measures the anisotropy. Its derivatives are

$$e'=\sin\theta\,(B_0\cos\theta+B),\qquad e''=B_0\cos2\theta+B\cos\theta .$$

At $\theta=0$ the curvature is $B_0+B$, so the up state is stable until $B$ falls below $-B_0$. At $\theta=\pi$ it is $B_0-B$, so the down state is stable until $B$ exceeds $B_0$. Once $B<-B_0$, the bracket in $e'$ is negative at every angle, and the energy runs downhill all the way from up to down. The loop is square and centred.

In a real dot, heat and defects can make it switch at a smaller field $b$. For a dot without a built-in field, the reversal symmetry still makes its two thresholds equal and opposite, $\pm b$, for equal sweep conditions.

**Q:** And what would an antiferromagnet do to this dot?

**A:** In the simplest case its spins stay rigid and add a term $-B_E\cos\theta$ to $e$. Then $B$ is replaced by $B+B_E$ throughout. The thresholds satisfy $B+B_E=\pm b$, so they lie at $-b-B_E$ and $b-B_E$. Their midpoint is $-B_E$. That is a true bias: the loop of each dot moves.

**Q:** So if no dot has a shifted loop, how could the loop of many dots be shifted?

**A:** Take many independent dots with equal moments and different $b$. Let $F(b)$ be the fraction whose switching field is at most $b$, and let $q(u)$ be its inverse: a fraction $u$ of the dots has switching field below $q(u)$. Cycle the field between $-B_m$ and $+B_m$. The fraction $F_m=F(B_m)$ switches in every cycle. The rest is frozen and adds a constant, $m_0$, to the reduced magnetisation $m=M/M_s$.

At $+B_m$ all cycling dots are up. On the way down, at $B<0$, those with $b\le|B|$ have turned over. Each turned dot changes its contribution from $+1$ to $-1$, which gives the factor 2:

$$m_{\rm down}(B)=m_0+F_m-2F(|B|).$$

At $-B_m$ all cycling dots are down. On the way up, at $B>0$,

$$m_{\rm up}(B)=m_0-F_m+2F(B).$$

Set each to zero and solve for $F$:

$$F(|B_{\rm left}|)=\frac{F_m+m_0}{2},\qquad F(B_{\rm right})=\frac{F_m-m_0}{2}.$$

Both right-hand sides are positive if $|m_0|<F_m$. The zeros are then

$$B_{\rm left}=-q\!\left(\frac{F_m+m_0}{2}\right),\qquad B_{\rm right}=q\!\left(\frac{F_m-m_0}{2}\right),$$

and the shift, read off in the usual way, is

$$B_s=\frac{B_{\rm left}+B_{\rm right}}{2}.$$

If $m_0$ is not zero and the switching fields are spread over this range, the two distances from zero differ.

**Q:** I normally saturate the sample in a positive field first. What is $m_0$ then?

**A:** Every frozen dot is up, so $m_0=1-F_m$. The two arguments become

$$\frac{F_m+1-F_m}{2}=\frac12,\qquad \frac{F_m-1+F_m}{2}=F_m-\frac12 ,$$

and therefore

$$B_s=-\frac12\left[q\!\left(\tfrac12\right)-q\!\left(F_m-\tfrac12\right)\right].$$

Since $F_m-\tfrac12\le\tfrac12$, the bracket cannot be negative. The loop moves to the left, as it does for a positive $B_E$.

The reason is a matter of counting. On the way down, half of all dots must turn over before $m$ vanishes, and these are the easiest half. On the way up, the frozen dots already supply some positive magnetisation, so fewer dots have to return, and a smaller field is enough.

**Q:** Is that large enough to fool anybody?

**A:** Take a Gaussian distribution with median 300 mT and standard deviation $\sigma=60$ mT. Then $q(u)=300\ \text{mT}+\sigma z(u)$, where $z$ is the inverse of the standard normal distribution function. Zero field lies five standard deviations below the median, so the unphysical negative tail is negligible. With $z(\tfrac12)=0$ the median cancels:

$$B_s=\frac{\sigma}{2}\,z\!\left(F_m-\tfrac12\right).$$

A window of $\pm360$ mT reaches one standard deviation beyond the median, so $F_m=0.841$. The left zero is at $-300$ mT. The right one is at $q(0.341)=275.5$ mT. Hence

$$B_s=\frac{-300+275.5}{2}\ \text{mT}\approx-12.3\ \text{mT}.$$

I also drew 200 000 switching fields at random, moved the field in steps of 2 mT, and turned each dot over when its own threshold was passed. The zeros, interpolated between steps, gave a shift of $-12.2$ mT. There is no antiferromagnet anywhere in that calculation.

**Q:** The effect must grow if I use a smaller window.

**A:** It does, as long as the loop still crosses zero. For the same Gaussian and the same positive saturation, the formula gives:

| $B_m$ (mT) | $F_m$ | $B_s$ (mT) |
|---|---|---|
| 320 | 0.631 | −33.7 |
| 340 | 0.748 | −20.5 |
| 360 | 0.841 | −12.3 |
| 400 | 0.952 | −3.6 |
| 450 | 0.994 | −0.5 |

There is a ceiling. The left zero stays at the median, and the right one cannot be negative, so $|B_s|$ cannot exceed half the median, here 150 mT. If $B_m$ is below the median, fewer than half of the dots turn over and $m$ never reaches zero. In the random sample, a window of 280 mT left $m$ at about 0.27 or higher throughout the loop.

At the other end, $F_m\to1$ gives $q(\tfrac12)-q(\tfrac12)=0$. A common switching field for all dots also gives no shift: the whole array switches or none of it does.

**Q:** Perhaps this is peculiar to the Gaussian.

**A:** The derivation used no particular $F$. Take a lognormal distribution with the same median and a standard deviation of 0.3 in $\ln b$. For a 400 mT window the formula gives $-18.4$ mT, and a random sample of 200 000 dots gives $-18.3$ mT. The size depends on the distribution; the mechanism does not.

**Q:** Then every unsaturated ferromagnet with a spread of switching fields has a shifted loop?

**A:** No, that would be the opposite mistake. The frozen part must carry a net moment. If $m_0=0$, both zeros lie at distance $q(F_m/2)$ and the loop is centred, however many dots are frozen.

I treated the random Gaussian sample in several ways before cycling it between $\pm360$ mT:

- After negative saturation, the shift was $+12.2$ mT. This is the mirror image that symmetry requires.
- After an alternating field that started at 800 mT and shrank by 0.2% per reversal down to 50 mT, the shift was 0.02 mT. The frozen dots had been left up and down in nearly equal numbers.
- After positive saturation and one pulse of $-400$ mT, the shift was $+4.8$ mT.

**Q:** The last one has the wrong sign. You saturated it positively.

**A:** The pulse changed the frozen part. Dots with $b$ between 360 and 400 mT were turned down, and the later cycle cannot bring them back. Their fraction is $0.952-0.841=0.111$. The dots above 400 mT, a fraction $1-0.952=0.048$, stayed up. So

$$m_0=0.048-0.111=-0.063 .$$

A negative $m_0$ moves the loop to the right. The sign of the last saturating field is therefore not enough to predict the sign of the false shift; what was done afterwards matters too.

**Q:** Suppose I go up to a very large positive field in every cycle, but come down only to $-360$ mT. The sample is then saturated each time.

**A:** It is saturated on one side. In the random sample, raising the upper limit to 800 mT left the shift at $-12.2$ mT. The dots with $b>360$ mT were already up, and the larger positive field leaves them up. What they lack is a negative field strong enough to turn them over.

**Q:** Can I see the difference in the loop itself?

**A:** Yes. Compare the descending branch at $-B$ with the ascending branch at $+B$, for $0\le B\le B_m$:

$$m_{\rm down}(-B)-m_0=F_m-2F(B)=-\left[m_{\rm up}(B)-m_0\right].$$

On the remaining halves of the branches, before any dot has switched, the two sides are $F_m$ and $-(-F_m)$, which also agree. The loop is therefore symmetric about the point $(B,m)=(0,m_0)$. It has been displaced vertically. The horizontal shift appears because you look for crossings of $m=0$ on sloping branches.

The tips have $m=m_0+F_m$ and $m=m_0-F_m$, so $m_0$ is half their sum. In the random sample they were at 1.000 and $-0.683$, giving $m_0=0.159$. With this subtracted, the shift vanished to the three decimals, in mT, that I kept.

This also means that the zero of the magnetometer must be known. A constant error in $m$ enters the formulas in the same way as $m_0$, and it can create a shift or hide one.

**Q:** And a truly biased loop would survive this subtraction?

**A:** With the rigid bias we described, yes. I gave the same sample a hypothetical $B_E=20$ mT and cycled it between $\pm800$ mT, which switched every dot. The shift was $-20.0$ mT after either sign of saturation. The tips were equal and opposite, so there was nothing to subtract, and the loop stayed where it was.

**Q:** Then for a biased sample in a small window I can subtract the false shift from your table.

**A:** The two do not simply add. Let $s(B_m)$ be the shift of the unbiased array after positive saturation. With $B_E>0$, the dots feel $B'=B+B_E$, which runs between

$$B'_{\rm top}=B_m+B_E,\qquad B'_{\rm bottom}=-(B_m-B_E).$$

The negative side is the weaker one, so it decides which dots cycle: those with $b\le B_m-B_E$. All of them return at the top. In terms of $B'$ we have the earlier problem with the smaller window, and its midpoint is $s(B_m-B_E)$. Going back to $B=B'-B_E$ gives

$$B_s=-B_E+s(B_m-B_E),$$

provided that more than half of the dots cycle. For $B_m=360$ mT we need the table's entry for 340 mT:

$$B_s=-20-20.5=-40.5\ \text{mT}.$$

Adding the entry for 360 mT instead would give $-32.3$ mT. Vertical centring handles this case in the model: in terms of $B'$ the centred zeros are equal and opposite, so in terms of $B$ their midpoint is $-B_E$.

**Q:** Your dots are rather ideal. Do the numbers belong to any real device?

**A:** They are rough values in the regime of patterned perpendicular memory made from Co/Pt multilayer dots: diameter 30 nm, thickness 5 nm, pitch 60 nm, $M_s=500$ kA/m, used at 300 K. The switching fields are round model values, not measurements of a particular array. Real dots interact, are thermally activated, and need not reverse as one rigid moment. For these parameters, the interactions change the false shift by up to about 2 mT, and a tenfold longer time at each field changes it by about 2 to 4 mT, depending on what causes the spread of switching fields. That is noticeable beside 12.3 mT but does not remove the effect, although slow, repeated cycling weakens it further.

**Q:** Start with the interactions. Could they be what shifts a real array?

**A:** They modify the shift. In a perpendicular array each dot's stray field opposes the magnetisation of its neighbours. Treating the dots as point dipoles on a 40 by 40 periodic lattice gives an opposing field $B_d=7.2$ mT at saturation. An infinite lattice and the finite diameter of the dots would raise this to about 8 mT. In a mean-field picture this field is $-B_dm$, so it vanishes at the zeros of $m$. At the lower tip, however, $m$ is negative and the stray field is positive. It weakens the reversing field, fewer dots turn over, and the false shift grows. The mean-field estimate is $-13.9$ mT.

Turning the lattice dots over one at a time, with all their mutual fields, gave about $-14$ mT in the first cycle and $-13$ mT in the second. These values vary by a few tenths of a millitesla with the random arrangement of the dots. Without the interaction the same lattice gave $-12.3$ mT. Vertical centring is no longer exact here: the stray field does not vanish at $m=m_0$, and in the second cycle a shift of about $+1$ mT remains.

The change between cycles has the sign that mean field predicts. At the upper tip $m$ is larger in size than at the lower tip, so the opposing field is stronger there. A few of the hardest dots that turned down do not return. They lower $m_0$, and with it the shift.

**Q:** And temperature?

**A:** Heat lets a dot cross its barrier before the barrier has vanished. Let $p$ be its moment and $B$ now the size of a reversing field. The energy $-p(\tfrac12B_0\cos^2\theta-B\cos\theta)$ has its top at $\cos\theta=B/B_0$, where it equals $pB^2/(2B_0)$. The starting state has energy $-p(B_0/2-B)$. The difference is

$$\Delta E=p\left(\frac{B^2}{2B_0}+\frac{B_0}{2}-B\right)=\frac{pB_0}{2}\left(1-\frac{B}{B_0}\right)^2 .$$

With an attempt rate $f_0$ and a time $t$ at the field, switching is expected when $\Delta E\approx k_BT\ln(f_0t)$. I take $f_0=10^9\ \text{s}^{-1}$ and $t=100$ s as rough values. A median of 300 mT then requires $B_0=557$ mT and a zero-field barrier of about $119\,k_BT$.

If the time is ten times longer, the median falls to about 289 mT. With the window and the width of the distribution held fixed, more dots cycle, and the false shift shrinks to $-8.9$ mT. A dependence on sweep rate is therefore no proof of an antiferromagnet either.

This estimate still gives each dot a sharp threshold. In reality a dot near the edge of the window switches in some cycles and not in others, so the memory of the first saturation fades. If the thermal rates are followed through the loop, with 100 s at each 5 mT step, equal moments and the spread of switching fields coming from $B_0$, the false shift is about $-10$ mT in the first cycle and $-6.5$ mT in the tenth. These values depend on the origin of the spread: if the dots share one $B_0$ and differ in their zero-field barrier, still counted with equal weight, they are about $-11.5$ mT and $-9$ mT. A shift that shrinks on repeated cycling is thus no proof of an antiferromagnet.

**Q:** What about the rigid moment?

**A:** That assumption is marginal here. With a rough exchange stiffness of $A=10^{-11}$ J/m and anisotropy energy density $K=M_sB_0/2$, the domain-wall width $\pi\sqrt{A/K}$ is about 27 nm, close to the dot diameter. Reversal that starts at a damaged edge would lower the barrier, and I have not calculated by how much. The loop formulas need less: two stable states and equal and opposite thresholds. The thermal estimate is the part that relies on coherent rotation.

**Q:** So what should I do before I write "exchange bias" beside a shifted loop?

**A:** First calibrate the zeros of field and magnetisation, and compare the tips. If they are not equal and opposite, you have a vertical displacement to explain.

Next, widen the window in both directions. For the independent Gaussian dots here, the false shift falls to 1 mT at $B_m=433$ mT, about 2.2 standard deviations above the median. A different distribution needs a different window. Nor does a constant shift prove saturation: if a second group of dots switches only beyond your largest field, $F_m$ stays constant between the two groups, and so does the false shift. The unequal tips would still give that group away if it carries a net moment.

Then repeat the measurement after saturation in the opposite direction at the same temperature. In an unbiased sample the false shift changes sign. A rigid bias, measured in a loop that switches every dot, does not. If a biased sample is cycled in a smaller window, the false part need not change sign, because the two ends of the window act on the dots with unequal strength; this is why the window should be widened first. This test assumes that the saturating field leaves the antiferromagnet unchanged. If the field can reset it, a change of sign does not rule out exchange bias.

**Q:** And if a shift remains when both directions are saturated?

**A:** First make sure that both branches were swept in the same way, because a slower branch has its zero at a smaller field. If they were, the switching dots feel a field with a preferred sign. An antiferromagnet can supply it, but so can a neighbouring hard ferromagnetic layer that does not reverse in your window, because a constant coupling field enters $e(\theta)$ in the same way as $B_E$. To name the source, you have to change the source: remove the suspected layer, or heat the sample above the temperature at which the antiferromagnet orders and see whether the shift disappears. The heating test is informative only if the dots still have an open loop at that temperature and any hard ferromagnetic layer keeps its magnetisation.
